# Can a current-matched hemisphere give the rate constant of a disk?

## Question

I record slow, steady voltammograms of Fe(III)/Fe(II) in acid at a platinum disk of radius 500 nm, sealed flush in glass. The disk has no simple closed formula for finite electrode kinetics, but a hemisphere does. I therefore choose the hemisphere whose limiting current equals the one I measure, and use its formula to extract the standard rate constant $k_0$.

My reasoning is that equal limiting currents mean equal mass transport, and whatever is left over must be kinetics. Is the resulting $k_0$ that of the disk? If not, can I repair it with a constant factor?

## Answer

Equal limiting currents fix one number, the total diffusion resistance. A slow reaction responds to another, the area, and the two shapes do not share both. The error can be found in closed form for slow kinetics and bounded at any rate.

### The two limits

Take steady diffusion with excess supporting electrolyte, a smooth electrode in a wide coplanar insulator, and a rate constant $k$ that is uniform over the surface. The bulk concentration is $c$, the diffusion coefficient $D$, and one electron is transferred. Reduction current is positive. At first let the reaction be irreversible, so that the flux into the surface is $k$ times the surface concentration.

Around a hemisphere of radius $r$ the steady profile is $c(R)=c-B/R$. Equating the diffusive flux at the surface to the reaction rate gives

$$\frac{DB}{r^2}=k\left(c-\frac Br\right)\quad\Rightarrow\quad B=\frac{kcr^2}{D+kr}.$$

The current is $F$ times the area $2\pi r^2$ times the flux $DB/r^2$:

$$I=2\pi FDB=\frac{I_L}{1+D/(kr)},\qquad I_L=2\pi FDcr. \tag{1}$$

Taking the reciprocal, with $A_h=2\pi r^2$,

$$\frac1I=\frac1{I_L}+\frac1{FkcA_h}. \tag{2}$$

Diffusion and reaction act as two resistances in series, and the second contains the area.

For a disk of radius $a$, use oblate spheroidal coordinates, $z=a\xi\eta$ and $\rho=a\sqrt{(1+\xi^2)(1-\eta^2)}$. The disk is $\xi=0$, where $\eta=\sqrt{1-\rho^2/a^2}$, and the insulator is $\eta=0$. With the scale factors of these coordinates, Laplace's equation for the depletion $w$ (bulk minus local concentration) becomes

$$\partial_\xi[(1+\xi^2)\partial_\xi w]+\partial_\eta[(1-\eta^2)\partial_\eta w]=0. \tag{3}$$

At the limiting current $w=c$ on the whole disk. A function of $\xi$ alone must have $(1+\xi^2)w'$ constant, so $w=(2c/\pi)\,\mathrm{arccot}\,\xi$. Next to the disk $dz=a\eta\,d\xi$, and the flux into it is

$$q_L=-\frac{D}{a\eta}\,\partial_\xi w\Big|_{\xi=0}=\frac{2Dc}{\pi\sqrt{a^2-\rho^2}}. \tag{4}$$

Its integral over the disk is $(2Dc/\pi)(2\pi a)=4Dca$, so $I_L=4FDca$. Setting this equal to $2\pi FDcr$ gives your matched radius,

$$r=\frac{2a}{\pi}=0.637\,a .$$

Now let the reaction become very slow. The surface concentration stays at $c$, and the current is $FkcA$ for either shape. The areas are

$$A=\pi a^2,\qquad A_h=2\pi\left(\frac{2a}{\pi}\right)^2=\frac{8a^2}{\pi},\qquad \frac{A_h}{A}=\frac8{\pi^2}=0.811 .$$

The hemisphere has too little area to carry the disk's kinetic current, so the analysis compensates with too large a rate constant $k_h$:

$$\frac{k_h}{k}\to\frac{\pi^2}{8}=1.234\qquad\text{as } K\equiv\frac{ka}{D}\to0. \tag{5}$$

This is an overestimate of 23 percent relative to the true value. Matching areas instead, with $r=a/\sqrt2$, cures the slow limit but makes the limiting current too large by the factor $2\pi/(4\sqrt2)=1.11$. No hemisphere satisfies both conditions.

### Bounds at any rate

A point sink of strength $j$ on an insulating plane depletes its surroundings by $j/(2\pi DR)$, because the flux crosses hemispheres of area $2\pi R^2$. A flux distribution $q$ on the disk therefore produces the surface depletion

$$(Sq)(\mathbf r)=\int\frac{q(\mathbf r')}{2\pi D|\mathbf r-\mathbf r'|}\,dA'.$$

The surface concentration is both $c-Sq$ and $q/k$, hence $Sq+q/k=c$. Write $q=Jp$, where $J=I/F$ and $p$ integrates to one. Then $Sp+p/k=c/J$, a constant over the disk. Consider

$$T[p]=\int p\,Sp\,dA+\frac1k\int p^2\,dA .$$

For the actual distribution, $T[p]=(c/J)\int p\,dA=c/J$. Add a change $\delta$ with zero integral. Since $S$ is symmetric,

$$T[p+\delta]=T[p]+2\int\delta\left(Sp+\frac pk\right)dA+T[\delta].$$

The middle term vanishes, because its bracket is constant. The last is not negative: if $w=S\delta$, the divergence theorem gives $\int\delta\,S\delta\,dA=D\int|\nabla w|^2dV$. So $c/J$ is the minimum of $T$ over all distributions of unit total.

Minimising the two parts separately can only lower the result. The diffusion part alone has the minimum $1/(4Da)$, the limiting-current value. The kinetic part has the minimum $1/(kA)$, since $1=(\int p\,dA)^2\le A\int p^2dA$. For an upper bound, insert the uniform distribution $p=1/A$. This requires

$$U(a)=\iint\frac{dA\,dA'}{|\mathbf r-\mathbf r'|}.$$

Grow the disk by a ring of area $2\pi a\,da$. Seen from a point on the rim, the chord at angle $\varphi$ to the diameter has length $2a\cos\varphi$, so the integral of $1/|\mathbf r-\mathbf r'|$ over the disk is $\int_{-\pi/2}^{\pi/2}2a\cos\varphi\,d\varphi=4a$. Each new pair counts twice, so $dU/da=2(4a)(2\pi a)$ and $U=16\pi a^3/3$. Altogether

$$\frac1{4Da}+\frac1{kA}\le\frac cJ\le\frac{8}{3\pi^2Da}+\frac1{kA}. \tag{6}$$

By equation (2), your analysis defines $k_h$ through $1/(k_hA_h)=c/J-1/(4Da)$. Subtract $1/(4Da)$ throughout (6) and multiply by $kA=\pi a^2k$:

$$1\le\frac{kA}{k_hA_h}\le1+sK,\qquad s=\frac8{3\pi}-\frac\pi4=0.0634,$$

and, since $A/A_h=\pi^2/8$,

$$\frac{\pi^2/8}{1+sK}\le\frac{k_h}{k}\le\frac{\pi^2}{8}. \tag{7}$$

Within this model 23 percent is thus the largest overestimate from a single current with known $c$ and $D$. The inequality also shows the mechanism. Slow kinetics favours a uniform flux, while diffusion favours flux crowded at the rim. A hemisphere meets both demands with one distribution, so its two resistances simply add. On a disk the distribution must change with the rate.

### The ratio between the limits

To find the disk current itself, separate equation (3) into products $P_{2n}(\eta)W_n(\xi)$. Even Legendre polynomials are needed because no flux enters the insulator. The function $W_n$ is the decaying solution, with $l=2n$, of

$$[(1+\xi^2)W']'=l(l+1)W .$$

What matters at the surface is $\gamma_n=-W_n'(0)/W_n(0)$. If $W$ is the decaying solution for $l$, then $V=(1+\xi^2)W'+(l+1)\xi W$ is the one for $l+1$. Indeed,

$$V'=(l+1)[(l+1)W+\xi W'],$$

and differentiating $(1+\xi^2)V'$ gives $(l+1)(l+2)V$. At $\xi=0$, $V=W'$ and $V'=(l+1)^2W$. One step thus changes the ratio $g_l=-W'(0)/W(0)$ to $g_{l+1}=(l+1)^2/g_l$. Two steps give

$$\gamma_n=\left(\frac{2n}{2n-1}\right)^2\gamma_{n-1},\qquad \gamma_0=\frac2\pi .$$

Write the surface depletion as $c\sum b_nP_{2n}(\eta)$. The flux is then $(Dc/a\eta)\sum b_n\gamma_nP_{2n}$, and the reaction condition reads

$$\sum_n b_n\gamma_nP_{2n}=K\eta\left(1-\sum_n b_nP_{2n}\right).$$

Multiply by $P_{2m}$ and integrate from 0 to 1, using $\int_0^1P_{2m}P_{2n}\,d\eta=\delta_{mn}/(4m+1)$:

$$\frac{\gamma_mb_m}{4m+1}+K\sum_nM_{mn}b_n=KM_{m0},\qquad M_{mn}=\int_0^1\eta P_{2m}P_{2n}\,d\eta. \tag{8}$$

In the total flux, $\rho\,d\rho$ supplies a factor $\eta$ that cancels the $1/\eta$, and only $n=0$ survives: $J=2\pi aDc\gamma_0b_0=4Dcab_0$. Hence $f\equiv I/I_L=b_0$. Inverting (1) with $r=2a/\pi$ gives the apparent constant,

$$\frac{k_h}{k}=\frac{\pi}{2K}\,\frac{f}{1-f}. \tag{9}$$

Solving the truncated linear equations yields:

| $K$ | $f$ | $k_h/k$ |
|---:|---:|---:|
| 0.1 | 0.072 | 1.226 |
| 1 | 0.427 | 1.169 |
| 3 | 0.675 | 1.087 |
| 10 | 0.859 | 0.954 |
| 100 | 0.978 | 0.704 |

A separate finite-volume solution of the diffusion problem gives $f=0.42668$ at $K=1$, the same as the series to five decimals. The ratio crosses one at $K=6.8$, where the current is 81 percent of limiting. Beyond that point the hemisphere underestimates $k$. A constant correction factor therefore cannot repair a whole voltammogram.

The decline at large $K$ comes from the rim. Symmetry of $S$ and $Sq_L=c$ give two forms of one integral:

$$cJ=\int q\,Sq_L\,dA=\int q_L\,Sq\,dA=cJ_L-\int q_Lc_s\,dA,$$

where $c_s=q/k$ is the surface concentration. Away from the rim $q\approx q_L$. Near it the local problem has just one length, $D/k$, which sets the distance $\varepsilon$ at which this replacement fails. With (4),

$$1-f\approx\frac1{kcJ_L}\int_{\rho<a-\varepsilon}q_L^2\,dA\approx\frac1{\pi K}\ln\frac a{2\varepsilon}.$$

Since $\varepsilon$ is proportional to $D/k=a/K$, this becomes

$$1-f\approx\frac{\ln K+C}{\pi K}. \tag{10}$$

The strip next to the rim contributes to the constant, not to the logarithm. Numerically the slope of $\pi K(1-f)$ against $\ln K$ is 1.00 between $K=1000$ and 4000, with $C\approx2.27$. Inserting (10) in (9) gives $k_h/k\approx(\pi^2/2)/(\ln K+C)$, which falls slowly towards zero.

### What "slow" means on a voltammogram

Near the formal potential $E^0$ the rate constants of reduction and oxidation are comparable, so both directions must be kept. Let $k_f$ and $k_b$ be the reduction and oxidation rate constants, with no Fe(II) in the bulk. Write O for Fe(III) and R for Fe(II). Every ion of O consumed becomes one of R, and both spread through the same geometry. At each surface point, then, $D_Rc_R=D_O(c-c_O)$. Substitute this in the rate:

$$k_fc_O-k_bc_R=D_O\Lambda(c_O-c_{eq}),\qquad \Lambda=\frac{k_f}{D_O}+\frac{k_b}{D_R},\qquad c_{eq}=\frac{k_bc}{D_R\Lambda}.$$

This is the irreversible problem for $c_O-c_{eq}$, with rate constant $D_O\Lambda$ and bulk value $c-c_{eq}=\phi c$, where $\phi=k_f/(D_O\Lambda)$. Therefore

$$\frac I{I_L}=\phi f(K),\qquad K=a\Lambda. \tag{11}$$

The same reduction holds for the hemisphere. If $E^0$, the transfer coefficient $\alpha$ and the diffusion coefficients are known, $k_0$ extracted at one potential is wrong by the ratio (9) at the local $K$.

For $\alpha=1/2$ and equal diffusion coefficients, $k_f+k_b=2k_0\cosh[F(E-E^0)/2RT]$. The smallest $K$ is then $2k_0a/D$, reached at $E^0$. A small $k_0$ makes this value small, but overpotential still drives $K$ upward along the wave.

### Your electrode in numbers

Take $a=500$ nm, $D=5\times10^{-6}$ cm²/s for both ions, $c=5$ mmol/L, $\alpha=0.5$ and a true $k_0=5\times10^{-3}$ cm/s at 298 K. With $F=96485$ C/mol,

$$I_L=4(96485)(5\times10^{-6})(5\times10^{-6})(5\times10^{-5})\ \text{A}=482\ \text{pA},$$

where $c$ is in mol/cm³ and $a$ in cm. The matched radius is 318 nm. At $E^0$, $K=0.10$, $\phi=1/2$ and $f=0.0724$, so the disk current is $482.4\times0.5\times0.0724=17.5$ pA.

Your analysis turns this current into

$$k_f+k_b=\frac Dr\,\frac f{1-f}=\frac{5\times10^{-6}}{3.183\times10^{-5}}\times\frac{0.0724}{0.9276}=1.226\times10^{-2}\ \text{cm/s}.$$

Half of it is the apparent $k_0=6.13\times10^{-3}$ cm/s, 22.6 percent too high. Multiplication by $8/\pi^2$ returns $4.97\times10^{-3}$ cm/s, within the 0.6 percent that (7) allows at this $K$.

Fitting the whole wave gives other answers. I generated noise-free disk currents at 91 equally spaced potentials from $+0.05$ to $-0.40$ V relative to $E^0$, and fitted the hemisphere formula by unweighted least squares:

- With $\alpha$ held at 0.5, $k_0$ is 12 percent too high.
- With $\alpha$ free, $k_0$ is 39 percent too high and $\alpha=0.468$.

The second result does not contradict the 23 percent bound, which applies to the rate constant at one potential. As $K$ grows, $k_h/k$ falls, so the apparent rate rises less steeply with overpotential and the fit lowers $\alpha$. The fit is a compromise over the whole wave, and its $k_0$, the value of the fitted rate law at $E^0$, need not reproduce the small current measured there. At the half-wave potential, $-170$ mV, the fitted reduction rate exceeds the true one by $1.387\exp[-0.0317\times170/25.7]=1.12$, well inside the bound. The largest misfit of the free fit is 0.6 percent of $I_L$, so a good-looking fit does not validate the geometry.

### How this compares with a real disk

The values of $D$ and $k_0$ are rough ones for this couple in about 1 M acid; $k_0$ depends on the state of the platinum surface. Several neglected effects are small here. For a conductivity of 0.3 S/cm the ohmic drop $I_L/(4\kappa a)$ is 8 µV. At 10 mV/s the remaining transient adds less than about 0.5 percent to the current, the value of the step estimate $r/\sqrt{\pi Dt}$ with $t=RT/(Fv)$.

Errors in the inputs can matter as much as the geometry. Because $r=I_L/(2\pi FDc)$, the rate constant extracted from given currents scales as $D^2c$, so a 10 percent error in $D$ changes it by about 20 percent. Near $E^0$, an error of 5 mV in $E^0$ changes it by about 10 percent.

Flatness and area also need checking. A recess of depth $h$ adds at least $h/(\pi a^2D)$ to the diffusion resistance $1/(4Da)$, which lowers $I_L$ and your inferred $r$. In the slow limit the kinetic current is unchanged, so $k_h$ rises as $1/r^2$. For $h=10$ nm the minimum resistance, which assumes uniform flux in the recess, gives a further 5 percent; this is the estimate in the numerical output. In a shallow recess the flux stays crowded at the rim, and solving the diffusion problem with the recess included gives 8 percent. Roughness much finer than $a$ leaves $I_L$ nearly unchanged but multiplies the reacting area and, for slow kinetics, the apparent $k$ by the same factor.

The rate law matters too. In Marcus theory the barrier is $(\lambda+e\Delta E)^2/4\lambda$, with $\Delta E=E-E^0$ and reorganization energy $\lambda$. Its quadratic term, absent from a constant $\alpha$, multiplies the rate by $\exp[-(e\Delta E)^2/4\lambda k_BT]$. For a rough $\lambda=1$ eV this is 0.75 at half-wave (0.78 after integrating over the electron levels of the metal), a larger effect than the 15 percent geometric error there, and 1 at $E^0$.

For a flat disk with $K\ll1$ at $E^0$, extract $k_0$ near $E^0$ and multiply it by $8/\pi^2$, provided $D$, $c$ and $E^0$ are accurately known and the background is small enough to measure the weak current. Remove dissolved oxygen first: platinum reduces it in this potential range, and in air-saturated solution its limiting current would be comparable with $I_L$. For a whole wave, use the disk function $f(K)$ from equation (8) in equation (11). The numerical output below lists the remaining estimates.

## Table of computed values

```
Matched radius r/a = 0.6366
Area ratio hemisphere/disk = 0.8106
Slow limit of k_h/k = 1.2337; numerical at K=1e-4: 1.2337
Equal-area hemisphere: limiting current ratio = 1.1107
Mean depletion, uniform flux (units flux*a/D) = 0.84883
Coefficient s in lower bound = 0.06343
K where lower bound reaches 1 = 3.684
K = ka/D, f = I/I_L, k_h/k:
     0.01  0.00779  1.2329
     0.10  0.07240  1.2260
     1.00  0.42668  1.1690
     3.00  0.67488  1.0869
    10.00  0.85867  0.9544
    30.00  0.94041  0.8264
   100.00  0.97818  0.7042
Finite-volume f at K=0.1: 0.07240
Finite-volume f at K=1: 0.42668
Finite-volume f at K=10: 0.85868
K at f=1/2: 1.3654; k_h/k there: 1.1505
K where k_h/k = 1: 6.776; f there: 0.8118
Fast limit: slope of pi*K*(1-f) against ln K = 1.0007
Fast limit: constant C estimated at K=4000 = 2.269
EXAMPLE (rough inputs)
Disk radius = 500 nm; D = 5.0e-06 cm2/s; c = 5.0 mmol/L
True k0 = 5.00e-03 cm/s; alpha = 0.50; T = 298.15 K
Limiting current = 482.4 pA; matched radius = 318.3 nm
K at formal potential = 0.100; current there = 17.46 pA
Apparent k0 at formal potential = 6.130e-03 cm/s; ratio = 1.2260
Fit range, E-E0: 0.05 to -0.40 V, 91 points
Whole-wave fit, alpha fixed: k0 ratio = 1.1232
Whole-wave fit, alpha free: k0 ratio = 1.3867, alpha = 0.4683
Largest misfit of free fit = 0.614 % of I_L
Half-wave E-E0: disk -170.02 mV, hemisphere -177.19 mV
NEGLECTED EFFECTS (estimates)
Inputs: conductivity 0.3 S/cm, ionic strength 1.0 mol/L, scan 10 mV/s
Inputs: still layer 200 um, sheath radius 50 um
Inputs: recess 10 nm, reorganization energy 1.0 eV
Ohmic drop at I_L = 8.04 uV; Debye length = 0.303 nm
Migration share of Fe(III) flux = 0.094 %
Transient excess current = 0.50 % at t = 2.57 s
Convection excess = 0.16 %; sheath leakage = 0.32 %
Recess: further rise of apparent k = 5.16 %
Rate-law curvature: factor on k at half-wave = 0.755
```
